# How does ground-state positronium respond to a static magnetic field?: a numerical check

```python
"""Ground-state positronium in a static magnetic field B along z.

Result under test: the triplet has no linear Zeeman effect; m=+1 and m=-1 have
no spin shift at all; the m=0 states mix, with energies
    (E_t + E_s)/2 +- (D/2) sqrt(1 + x^2),   x = 2 B / D,
and the triplet-like m=0 state decays at (1-b) G_o + b G_p with singlet weight
    b = (1 - 1/sqrt(1+x^2)) / 2.
D: triplet-singlet splitting; G_p, G_o: para and ortho decay rates at B = 0.
Hartree atomic units with g = 2 (so g*mu_B = 1), lowest order in alpha.
The photon amplitudes use natural units: electron mass = hbar = c = 1.
"""
from itertools import permutations, product
import numpy as np
import sympy as sy
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq

alpha = const.alpha
table = const.physical_constants
GHZ = table['hartree-hertz relationship'][0] * 1e-9      # GHz per hartree
NS = table['atomic unit of time'][0] * 1e9               # ns per atomic time
TESLA = 1 / table['atomic unit of mag. flux density'][0]  # 1 T in atomic units
muon_mass = table['muon-electron mass ratio'][0]

# ---- orbital ground state: (p^2 - 1/r) psi = -psi/4 ----
r = sy.symbols('r', positive=True)
psi = sy.exp(-r / 2) / sy.sqrt(8 * sy.pi)
residual = -sy.diff(r**2 * sy.diff(psi, r), r) / r**2 - psi / r + psi / 4
assert sy.simplify(residual) == 0
assert sy.simplify(sy.integrate(4 * sy.pi * r**2 * psi**2, (r, 0, sy.oo)) - 1) == 0
density0 = float(psi.subs(r, 0)**2)

# ---- separation of the centre of mass in the field, on a generic function ----
xe, ye, ze, xp, yp, zp, B, Kx, Ky, Kz = sy.symbols(
    'xe ye ze xp yp zp B Kx Ky Kz', real=True)
x, y, z = xe - xp, ye - yp, ze - zp
X, Y, Z = (xe + xp) / 2, (ye + yp) / 2, (ze + zp) / 2
w = x + 2 * y - 3 * z + x * y + x**2 * z          # log of the relative function
log_wave = w + sy.I * ((Kx - B * y / 2) * X + (Ky + B * x / 2) * Y + Kz * Z)


def kinetic_momentum(factor, coordinate, charge_times_A):
    """Apply (-i d/dq - charge*A) to factor*exp(log_wave); return new factor."""
    gradient = sy.diff(factor, coordinate) + factor * sy.diff(log_wave, coordinate)
    return sy.expand(-sy.I * gradient - charge_times_A * factor)


kinetic = 0
for charge, (qx, qy, qz) in ((-1, (xe, ye, ze)), (1, (xp, yp, zp))):
    for q, A in ((qx, -B * qy / 2), (qy, B * qx / 2), (qz, 0)):
        once = kinetic_momentum(sy.Integer(1), q, charge * A)
        kinetic += kinetic_momentum(once, q, charge * A) / 2
relative = -sum(sy.diff(w, q, 2) + sy.diff(w, q)**2 for q in (xe, ye, ze))
relative += ((Kx - B * y)**2 + (Ky + B * x)**2 + Kz**2) / 4
assert sy.expand(kinetic - relative) == 0

# <rho^2> by quadrature; diamagnetic shift is B^2 <rho^2>/4 = 2 B^2
rho2 = dblquad(lambda s, c: 2 * np.pi * s**4 * (1 - c**2) * np.exp(-s) * density0,
               -1, 1, 0, 80)[0]
assert abs(rho2 / 4 - 2) < 1e-6

# ---- spin operators, basis (electron, positron) = uu, ud, du, dd ----
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one2, one4 = np.eye(2), np.eye(4)
s_e = [np.kron(s / 2, one2) for s in pauli]
s_p = [np.kron(one2, s / 2) for s in pauli]
dot = sum(a @ b for a, b in zip(s_e, s_p))
P_t, P_s = 0.75 * one4 + dot, 0.25 * one4 - dot

# contact energy: -mu_e . B_p(k) averaged over directions of the wave vector k
contact = np.zeros((4, 4), complex)
cosines, cos_weights = np.polynomial.legendre.leggauss(4)
for c, wc in zip(cosines, cos_weights):
    for phi in 2 * np.pi * np.arange(8) / 8:
        k = np.array([np.sqrt(1 - c * c) * np.cos(phi),
                      np.sqrt(1 - c * c) * np.sin(phi), c])
        transverse = np.eye(3) - np.outer(k, k)
        for i, j in product(range(3), repeat=2):
            mu_mu = (-s_e[i]) @ s_p[j]
            contact -= (4 * np.pi * alpha**2 * density0 * wc / 16
                        * transverse[i, j] * mu_mu)
contact_split = (np.trace(contact @ P_t) / 3 - np.trace(contact @ P_s)).real
assert abs(contact_split / (alpha**2 / 3) - 1) < 1e-10

# ---- annihilation from Dirac matrices, pair at rest ----
gamma0 = np.kron(np.diag([1, -1]), one2).astype(complex)
gammas = [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
e2 = 4 * np.pi * alpha
density_nat = alpha**3 * density0


def slash(v):
    return v[0] * gamma0 - v[1] * gammas[0] - v[2] * gammas[1] - v[3] * gammas[2]


def pair_matrix(spin):
    """u v-bar for a normalized spin state of electron and positron at rest."""
    matrix = np.zeros((4, 4), complex)
    matrix[:2, 2:] = -2 * spin
    return matrix


pairs = [pair_matrix(m / np.sqrt(2)) for m in [one2] + pauli]  # singlet, 3 triplets


def photon_amplitudes(momenta, polarizations):
    """Tree amplitudes without coupling constants, for the four spin states."""
    total = np.zeros((4, 4), complex)
    for order in permutations(range(len(momenta))):
        q = np.array([1.0, 0, 0, 0])
        chain = slash(polarizations[order[0]])
        for previous, following in zip(order, order[1:]):
            q = q - momenta[previous]
            propagator = (slash(q) + one4) / (q[0]**2 - q[1:] @ q[1:] - 1)
            chain = slash(polarizations[following]) @ propagator @ chain
        total += chain
    return np.array([np.trace(total @ pair) for pair in pairs])


# one virtual photon of squared mass 4 shifts only the triplet, upwards
annihilation = np.array([density_nat / 4 * e2 / 4
                         * sum(abs(np.trace(g @ pair))**2 for g in gammas)
                         for pair in pairs]) / alpha**2
assert annihilation[0] < 1e-20
assert np.allclose(annihilation[1:], alpha**2 / 4, rtol=1e-10, atol=0)

# two photons
axis_x, axis_y = np.array([0, 1.0, 0, 0]), np.array([0, 0, 1.0, 0])
back_to_back = [np.array([1.0, 0, 0, 1]), np.array([1.0, 0, 0, -1])]
two = sum(abs(photon_amplitudes(back_to_back, pol))**2
          for pol in product((axis_x, axis_y), repeat=2))
two_rates = density_nat / 4 * e2**2 * two / (2 * 8 * np.pi) / alpha**2
G_p = alpha**3 / 2
assert abs(two_rates[0] / G_p - 1) < 1e-10
assert max(two_rates[1:]) < 1e-20 * G_p

# three photons: energies w1, w2, w3 with sum 2, each at most 1
nodes, weights = np.polynomial.legendre.leggauss(24)
nodes, weights = (nodes + 1) / 2, weights / 2
out_of_plane = np.array([0, 0, 0, 1.0])
three = np.zeros(4)
for (w1, wa), (u, wb) in product(list(zip(nodes, weights)), repeat=2):
    w2 = 1 - w1 * u
    w3 = 2 - w1 - w2
    cosine = np.clip(1 - 2 * (1 - w3) / (w1 * w2), -1, 1)
    k1 = np.array([w1, w1, 0, 0])
    k2 = np.array([w2, w2 * cosine, w2 * np.sqrt(1 - cosine**2), 0])
    k3 = np.array([2.0, 0, 0, 0]) - k1 - k2
    choices = [(out_of_plane, np.array([0, -k[2], k[1], 0]) / k[0])
               for k in (k1, k2, k3)]
    for pol in product(*choices):
        three += wa * wb * w1 * abs(photon_amplitudes([k1, k2, k3], pol))**2
three_rates = density_nat / 4 * e2**3 * three / (6 * 32 * np.pi**3) / alpha**2
ortho_numeric = three_rates[1:].mean()      # mean over spin = mean over directions
G_o = 2 * (np.pi**2 - 9) * alpha**4 / (9 * np.pi)
# tolerance: the integrand depends on direction at the corners of the region
assert abs(ortho_numeric / G_o - 1) < 5e-4
assert three_rates[0] < 1e-15 * G_o

# ---- Zeeman operator ----
H0 = contact + annihilation[1] * P_t
D = (np.trace(H0 @ P_t) / 3 - np.trace(H0 @ P_s)).real
E_t = (np.trace(H0 @ P_t) / 3).real
E_s = np.trace(H0 @ P_s).real
assert abs(D / (7 * alpha**2 / 12) - 1) < 1e-10
assert np.allclose(H0, E_t * P_t + E_s * P_s, atol=1e-16)
moment = s_e[2] - s_p[2]
swap = one4[[0, 2, 1, 3]]
assert np.allclose(swap @ moment @ swap, -moment)
for a, b in zip(s_e, s_p):                   # every direction of the field
    assert np.allclose(P_t @ (a - b) @ P_t, 0, atol=1e-14)
muonium_block = P_t @ (s_e[2] - s_p[2] / muon_mass) @ P_t
muonium_slope = np.linalg.eigvalsh(muonium_block)[-1]
assert abs(muonium_slope - 0.5 * (1 - 1 / muon_mass)) < 1e-12


def mixing(field):
    """Return x, singlet weight b, triplet-like m=0 shift, and both m=0 rates."""
    ratio = 2 * field / D
    root = np.sqrt(1 + ratio**2)
    b = (1 - 1 / root) / 2
    return (ratio, b, D / 2 * (root - 1),
            (1 - b) * G_o + b * G_p, b * G_o + (1 - b) * G_p)


decay = G_p * P_s + G_o * P_t


def exact_m0(field):
    """Triplet-like m=0 state of the decaying system: rate and singlet weight."""
    block = (H0 + field * moment - 0.5j * decay)[1:3, 1:3]
    values, vectors = np.linalg.eig(block)
    top = np.argmax(values.real)
    vector = vectors[:, top] / np.linalg.norm(vectors[:, top])
    return -2 * values[top].imag, abs(vector[0] - vector[1])**2 / 2


fields_T = [0.1, 0.2, 0.5, 1.0, 3.0, 10.0]
m1_shift = 0.0
for f in fields_T:
    H = H0 + f * TESLA * moment
    ratio, b, shift, rate, _ = mixing(f * TESLA)
    centre, half = (E_t + E_s) / 2, D / 2 * np.sqrt(1 + ratio**2)
    formula = np.sort([E_t, E_t, centre + half, centre - half])
    assert np.allclose(np.linalg.eigvalsh(H), formula, rtol=1e-10, atol=1e-16)
    for index in (0, 3):
        state = one4[:, index]
        assert np.allclose(H @ state, E_t * state, atol=1e-16)
        m1_shift = max(m1_shift, abs((state @ H @ state).real - E_t))
    exact_rate, exact_weight = exact_m0(f * TESLA)
    # tolerance: the rate formula drops terms of relative order (G_p/D)^2
    assert abs(exact_rate / rate - 1) < 1e-4
    assert abs(exact_weight / b - 1) < 1e-3

weak = [np.linalg.eigvalsh(H0 + f * TESLA * moment)[-1] - E_t for f in (0.01, 0.02)]
assert abs(weak[1] / weak[0] - 4) < 1e-3
assert abs(weak[0] / ((0.01 * TESLA)**2 / D) - 1) < 1e-4

# ---- field that halves the lifetime of the m=0 ortho state ----
b_half = G_o / (G_p - G_o)
B_half = D / 2 * np.sqrt(1 / (1 - 2 * b_half)**2 - 1) / TESLA
B_root = brentq(lambda f: exact_m0(f * TESLA)[0] / G_o - 2, 0.01, 1.0)
assert abs(B_half / B_root - 1) < 1e-4

# ---- unpolarized sample: direct propagation against the sum of exponentials ----
sample_T, time_ns = 0.5, 100.0
t = time_ns / NS
values, vectors = np.linalg.eig(H0 + sample_T * TESLA * moment - 0.5j * decay)
U = vectors @ np.diag(np.exp(-1j * values * t)) @ np.linalg.inv(vectors)
survival_exact = np.trace(U @ U.conj().T).real / 4
_, _, _, rate_up, rate_down = mixing(sample_T * TESLA)
part_m1 = 2 * np.exp(-G_o * t) / 4
part_m0 = (np.exp(-rate_up * t) + np.exp(-rate_down * t)) / 4
survival_zero = (3 * np.exp(-G_o * t) + np.exp(-G_p * t)) / 4
assert abs(survival_exact - part_m1 - part_m0) < 1e-5

# ---- output ----
print("Positronium 1s, lowest order in alpha, g = 2")
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"contact part of splitting = {contact_split * GHZ:.3f} GHz")
print(f"annihilation part of splitting = {annihilation[1] * GHZ:.3f} GHz")
print(f"splitting D = {D * GHZ:.3f} GHz = {D:.5e} hartree")
print(f"para lifetime = {NS / G_p:.5f} ns")
print(f"ortho lifetime = {NS / G_o:.2f} ns")
print(f"ortho rate, phase-space integral / closed form = {ortho_numeric / G_o:.6f}")
print(f"rate ratio para/ortho = {G_p / G_o:.1f}")
print(f"para width / splitting = {G_p / D:.5f}")
print(f"m=0 coupling per field = {TESLA * GHZ:.4f} GHz/T")
print(f"x per field = {2 * TESLA / D:.5f} per T")
print(f"field where x = 1: {D / 2 / TESLA:.4f} T")
print(f"linear slope, muonium m=+1: {muonium_slope * TESLA * GHZ:.4f} GHz/T")
print(f"largest m=+1,-1 spin shift up to 10 T: {m1_shift * GHZ:.1e} GHz")
print(f"<rho^2> = {rho2:.6f} bohr^2")
print(f"common diamagnetic shift at 1 T = {rho2 / 4 * TESLA**2 * GHZ * 1e3:.4f} MHz")
print("Triplet-like m=0 state:")
print("B (T) | x | singlet weight b | shift (GHz) | lifetime (ns) | 2-photon part")
for f in fields_T:
    ratio, b, shift, rate, _ = mixing(f * TESLA)
    print(f"{f:5.1f} | {ratio:.5f} | {b:.4e} | {shift * GHZ:.5f} | "
          f"{NS / rate:.4f} | {b * G_p / rate:.4f}")
print(f"weak-field shift B^2/D at 1 T = {TESLA**2 / D * GHZ:.5f} GHz")
print(f"singlet weight that doubles the m=0 ortho rate = {b_half:.4e}")
print(f"field that halves the m=0 ortho lifetime = {B_half:.4f} T")
print(f"same field from complex eigenvalues = {B_root:.4f} T")
print(f"Unpolarized sample, B = {sample_T} T, t = {time_ns:.0f} ns:")
print(f"surviving fraction at zero field = {survival_zero:.5f}")
print(f"surviving fraction in the field = {survival_exact:.5f}")
print(f"of which m=+1 and m=-1 = {part_m1:.5f}")
print(f"of which m=0 = {part_m0:.5f}")
print("tests ok")
```

Running it gives:

```
Positronium 1s, lowest order in alpha, g = 2
fine-structure constant alpha = 0.00729735
contact part of splitting = 116.792 GHz
annihilation part of splitting = 87.594 GHz
splitting D = 204.387 GHz = 3.10633e-05 hartree
para lifetime = 0.12449 ns
ortho lifetime = 138.67 ns
ortho rate, phase-space integral / closed form = 0.999992
rate ratio para/ortho = 1113.9
para width / splitting = 0.00625
m=0 coupling per field = 27.9925 GHz/T
x per field = 0.27392 per T
field where x = 1: 3.6507 T
linear slope, muonium m=+1: 13.9286 GHz/T
largest m=+1,-1 spin shift up to 10 T: 0.0e+00 GHz
<rho^2> = 8.000000 bohr^2
common diamagnetic shift at 1 T = 0.2382 MHz
Triplet-like m=0 state:
B (T) | x | singlet weight b | shift (GHz) | lifetime (ns) | 2-photon part
  0.1 | 0.02739 | 1.8747e-04 | 0.03833 | 114.7358 | 0.1728
  0.2 | 0.05478 | 7.4862e-04 | 0.15324 | 75.6483 | 0.4549
  0.5 | 0.13696 | 4.6245e-03 | 0.95400 | 22.5613 | 0.8381
  1.0 | 0.27392 | 1.7764e-02 | 3.76447 | 6.6768 | 0.9527
  3.0 | 0.82175 | 1.1370e-01 | 30.07796 | 1.0873 | 0.9931
 10.0 | 2.73917 | 3.2853e-01 | 195.80236 | 0.3782 | 0.9982
weak-field shift B^2/D at 1 T = 3.83381 GHz
singlet weight that doubles the m=0 ortho rate = 8.9856e-04
field that halves the m=0 ortho lifetime = 0.2192 T
same field from complex eigenvalues = 0.2192 T
Unpolarized sample, B = 0.5 T, t = 100 ns:
surviving fraction at zero field = 0.36466
surviving fraction in the field = 0.24608
of which m=+1 and m=-1 = 0.24310
of which m=0 = 0.00297
tests ok
```
